# What an acoustic deformation potential fitted to inversion mobility measures: a program that tests the result

```python
"""
Result under test: an isotropic acoustic deformation potential D_fit, inferred
from inversion mobility with unscreened bulk phonons, depends on density,
temperature and boundaries although the microscopic potentials are fixed.
D_fit^2 = M hbar^3 / (m kT F <tau>), with F the integral of density squared.

Symbols: Xd, Xu = dilation and uniaxial potentials (eV); M, mu = longitudinal
and shear moduli (eV/nm^3); Q = in-plane momentum transfer (1/nm); b = inverse
Fang-Howard length (1/nm); chi = static elastic response (eV nm^2).
Sheet densities are in 1/nm^2 internally; energies are in eV.
Material parameters are rough silicon and silica values.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, trapezoid, cumulative_trapezoid
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import minimize_scalar, brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

H2 = sc.hbar**2 / sc.m_e / sc.e * 1e18
E2 = sc.e / (4*np.pi*sc.epsilon_0) * 1e9
KB = sc.k / sc.e
HBAR = sc.hbar / sc.e
MT, ML = 0.19, 0.916
KS, KO = 11.7, 3.9
NDEP = 0.003
VL, VT = 9000.0, 5300.0
PRESSURE = 1e-27 / sc.e
SI = (2330*VL**2*PRESSURE, 2330*VT**2*PRESSURE)
OX = (2200*5900.0**2*PRESSURE, 2200*3700.0**2*PRESSURE)
FREE = (0.0, 0.0)
POT = (1.0, 9.0)
DOS = 4*MT/(2*np.pi*H2)


def nodes(count, low, high):
    x, w = np.polynomial.legendre.leggauss(count)
    return low + (x+1)*(high-low)/2, w*(high-low)/2


def inverse_length(ns):
    return (48*np.pi*ML*E2*(NDEP+11*ns/32)/(KS*H2))**(1/3)


def density(z, b):
    zp = np.maximum(z, 0)
    return b**3*zp**2*np.exp(-b*zp)/2


def overlaps(Q, b):
    j1 = b*(8*b*b+9*b*Q+3*Q*Q)/(8*(b+Q)**3)
    j2 = 3*b*Q*(5*b*b+4*b*Q+Q*Q)/(8*(b+Q)**4)
    n0 = b**3/(b+Q)**3
    n1 = 3*Q*b**3/(b+Q)**4
    return j1, j2, n0, n1


def chi_bulk(Q, b, pot=POT):
    xd, xu = pot
    M, mu = SI
    j1, j2, _, _ = overlaps(Q, b)
    ds = xd+xu
    a1 = xu*xu/mu-2*ds*xu/M
    a2 = xu*xu*(1/M-1/mu)
    return ds**2*3*b/(16*M)+Q*j1*a1/2+Q*(j1+j2)*a2/4


def stiffness(material):
    M, mu = material
    if M == 0:
        return 0.0, 0.0
    return 2*mu*M/(M+mu), 2*mu*mu/(M+mu)


def chi_edge(Q, b, outside, pot=POT):
    xd, xu = pot
    M, mu = SI
    gamma = (M-mu)/(M+mu)
    _, _, n0, n1 = overlaps(Q, b)
    fx = Q*(xd*(1-gamma)*n0-xu*gamma*(n0-n1))
    fz = -Q*(xd*(1-gamma)*n0+xu*((1-gamma)*n0+gamma*n1))

    def relaxation(material):
        p, r = stiffness(SI)
        po, ro = stiffness(material)
        p, r = p+po, r-ro
        return (p*(fx*fx+fz*fz)-2*r*fx*fz)/(Q*(p*p-r*r))

    extra = 0.0 if outside == "clamped" else relaxation(outside)
    return chi_bulk(Q, b, pot)+extra-relaxation(SI)


def elastic_fe(Q, z, M, mu, b, pot=POT, clamp=False, ends=None):
    """Linear finite elements in depth; sine and cosine variation in plane."""
    h = np.diff(z)
    count = len(h)
    M, mu = np.broadcast_to(M, count), np.broadcast_to(mu, count)
    lam = M-2*mu
    exx, ezz, shear = np.zeros((3, count, 4))
    exx[:, [0, 2]] = Q/2
    ezz[:, 1], ezz[:, 3] = -1/h, 1/h
    shear[:, 0], shear[:, 2] = -1/h, 1/h
    shear[:, [1, 3]] = -Q/2

    def outer(a, c):
        return a[:, :, None]*c[:, None, :]

    K = M[:, None, None]*(outer(exx, exx)+outer(ezz, ezz))
    K += lam[:, None, None]*(outer(exx, ezz)+outer(ezz, exx))
    K += mu[:, None, None]*outer(shear, shear)
    K *= h[:, None, None]
    if ends is not None:
        p, r = stiffness(ends)
        K[0, :2, :2] += Q*np.array([[p, -r], [-r, p]])
        K[-1, 2:, 2:] += Q*np.array([[p, r], [r, p]])
    mid = (z[1:]+z[:-1])/2
    load = (h*density(mid, b))[:, None]*(pot[0]*(exx+ezz)+pot[1]*ezz)
    dof = 2*np.arange(count)[:, None]+np.arange(4)
    rows = np.repeat(dof[:, :, None], 4, axis=2)
    cols = np.repeat(dof[:, None, :], 4, axis=1)
    size = 2*len(z)
    K = coo_matrix((K.ravel(), (rows.ravel(), cols.ravel())),
                   shape=(size, size)).tocsc()
    force = np.bincount(dof.ravel(), load.ravel(), minlength=size)
    if clamp:
        K, force = K[2:, 2:], force[2:]
    return float(force @ spsolve(K, force))


def chemical_potential(ns, kT):
    return kT*np.log(np.expm1(ns/(DOS*kT)))


def minus_df(E, fermi, kT):
    return 1/(4*kT*np.cosh((E-fermi)/(2*kT))**2)


SN, SW = nodes(48, 0, 1)


def polarizability(Q, fermi, kT):
    Q = np.asarray(Q)
    eq = H2*Q*Q/(8*MT)
    E = eq[..., None]*(1-SN*SN)
    loss = np.sum(SW*minus_df(E, fermi, kT)*2*eq[..., None]*SN*SN, axis=-1)
    return DOS*(1/(1+np.exp(-fermi/kT))-loss)


def coulomb(Q, b):
    j1, _, n0, _ = overlaps(Q, b)
    return 2*np.pi*E2/(KS*Q)*(j1+(KS-KO)/(KS+KO)*n0*n0)


def dielectric(Q, b, fermi, kT):
    return 1+coulomb(Q, b)*polarizability(Q, fermi, kT)


PHI, PW = nodes(48, 0, np.pi)


def scattering_energy(k, ns, T, response, screened):
    b, kT = inverse_length(ns), KB*T
    fermi = chemical_potential(ns, kT)
    Q = 2*np.asarray(k)[..., None]*np.sin(PHI/2)
    power = response(Q, b)
    if screened:
        power = power/dielectric(Q, b, fermi, kT)**2
    return MT*kT/(np.pi*H2)*np.sum(PW*(1-np.cos(PHI))*power, axis=-1)


def fit(ns, T, response, screened=False):
    b, kT = inverse_length(ns), KB*T
    fermi = chemical_potential(ns, kT)
    x, w = nodes(80, 0, np.sqrt(max(fermi, 0)+25*kT))
    E = x*x
    k = np.sqrt(2*MT*E/H2)
    weight = w*2*x*E*minus_df(E, fermi, kT)
    rate = scattering_energy(k, ns, T, response, screened)
    inverse_rate = np.sum(weight/rate)/np.sum(weight)
    D = np.sqrt(SI[0]*H2/(MT*kT*(3*b/16)*inverse_rate))
    mobility = sc.e*HBAR*inverse_rate/(MT*sc.m_e)*1e4
    return D, mobility


def oxide_response(Q, b):
    return chi_edge(Q, b, OX)


def isotropic_response(Q, b):
    return chi_bulk(Q, b, (9.0, 0.0))


ns, T = 0.03, 300.0
kT, b = KB*T, inverse_length(ns)
fermi = chemical_potential(ns, kT)
k_typ = np.sqrt(2*MT*kT/H2)
Q_typ = np.sqrt(2)*k_typ

# Variational width from an explicitly integrated subband energy.
zg = np.linspace(0, 35, 7001)


def hartree(z, prob):
    remaining = 1-cumulative_trapezoid(prob, z, initial=0)
    return 4*np.pi*E2/KS*cumulative_trapezoid(remaining, z, initial=0)


def trial_energy(trial):
    prob = density(zg, trial)
    slope = np.sqrt(trial**3/2)*(1-trial*zg/2)*np.exp(-trial*zg/2)
    potential = 4*np.pi*E2*NDEP*zg/KS+ns*hartree(zg, prob)/2
    return trapezoid(H2*slope**2/(2*ML)+prob*potential, zg)


b_min = minimize_scalar(trial_energy, bounds=(0.4, 4), method="bounded").x
assert abs(b_min/b-1) < 2e-3
assert abs(trapezoid(density(zg, b)**2, zg)/(3*b/16)-1) < 1e-4


# Bulk response from the sum over phonon directions.
def phonon_integral(Q):
    def integrand(q):
        c2 = q*q/(Q*Q+q*q)
        la = (POT[0]+POT[1]*c2)**2/SI[0]
        ta = POT[1]**2*c2*(1-c2)/SI[1]
        return (b*b/(b*b+q*q))**3*(la+ta)/np.pi
    return quad(integrand, 0, np.inf, limit=200)[0]


for q in (0.15, Q_typ, 1.5):
    assert abs(phonon_integral(q)/chi_bulk(q, b)-1) < 1e-6
wide = phonon_integral(1e-3)*SI[0]/(3*b/16)
assert abs(wide/sum(POT)**2-1) < 0.01

# Boundary responses from explicit elastic layers.
half = np.linspace(0, 40, 2001)
both = np.linspace(-40, 40, 4001)
mid = (both[1:]+both[:-1])/2
M_layer = np.where(mid < 0, OX[0], SI[0])
mu_layer = np.where(mid < 0, OX[1], SI[1])
for q in (0.4, Q_typ, 1.2):
    fe_free = elastic_fe(q, half, *SI, b)
    fe_clamp = elastic_fe(q, half, *SI, b, clamp=True)
    fe_ox = elastic_fe(q, both, M_layer, mu_layer, b)
    assert abs(fe_free/chi_edge(q, b, FREE)-1) < 3e-3
    assert abs(fe_clamp/chi_edge(q, b, "clamped")-1) < 3e-3
    assert abs(fe_ox/chi_edge(q, b, OX)-1) < 3e-3
    assert fe_free > fe_ox > phonon_integral(q) > fe_clamp
dilation_fe = elastic_fe(Q_typ, half, *SI, b, (9.0, 0.0))
n0 = overlaps(Q_typ, b)[2]
dilation = 81/SI[0]*(3*b/16+2*SI[1]/(SI[0]-SI[1])*Q_typ*n0**2)
assert abs(dilation_fe/dilation-1) < 3e-3

# Poisson equation with a dielectric interface.
h = both[1]-both[0]
kap = np.where(mid < 0, KO, KS)
idx = np.arange(len(mid))
diag = kap*(1/h+Q_typ**2*h/4)
off = kap*(-1/h+Q_typ**2*h/4)
rows = np.r_[idx, idx+1, idx, idx+1]
cols = np.r_[idx, idx+1, idx+1, idx]
poisson = coo_matrix((np.r_[diag, diag, off, off], (rows, cols))).tocsc()
source = np.zeros(len(both))
source[:-1] += h*density(mid, b)/2
source[1:] += h*density(mid, b)/2
v_fe = 4*np.pi*E2*source @ spsolve(poisson, source)
assert abs(v_fe/coulomb(Q_typ, b)-1) < 2e-3

# Thermal polarizability as a direct momentum sum.
dk = 0.01
axis = (np.arange(600)-299.5)*dk
kx, ky = np.meshgrid(axis, axis, indexing="ij")
E_plus = H2*((kx+Q_typ/2)**2+ky**2)/(2*MT)
E_minus = H2*((kx-Q_typ/2)**2+ky**2)/(2*MT)


def occupation(E):
    return 1/(np.exp((E-fermi)/kT)+1)


quotient = (occupation(E_minus)-occupation(E_plus))/(E_plus-E_minus)
pol_sum = 4*dk**2/(2*np.pi)**2*np.sum(quotient)
assert abs(pol_sum/polarizability(Q_typ, fermi, kT)-1) < 2e-3

# Golden-rule rate as a sum over final states with a narrow energy shell.
k0 = 0.4
step = 1.7*k0*2/1400
axis = (np.arange(1400)-699.5)*step
kx, ky = np.meshgrid(axis, axis, indexing="ij")
E0 = H2*k0*k0/(2*MT)
E_final = H2*(kx*kx+ky*ky)/(2*MT)
sigma = 0.02*E0
keep = abs(E_final-E0) < 6*sigma
kx, ky, E_final = kx[keep], ky[keep], E_final[keep]
shell = np.exp(-((E_final-E0)/sigma)**2/2)/(sigma*np.sqrt(2*np.pi))
q = np.hypot(kx-k0, ky)
power = kT*oxide_response(q, b)/dielectric(q, b, fermi, kT)**2
rate_sum = step**2/(2*np.pi)*np.sum(power*shell*(1-kx/k0))
rate_angle = scattering_energy(k0, ns, T, oxide_response, True)
assert abs(rate_sum/rate_angle-1) < 0.01

# Bulk mobility: angular Boltzmann equation on the scaled energy sphere.
c, wc = nodes(24, -1, 1)
az = np.arange(48)*2*np.pi/48
cc, aa = np.meshgrid(c, az, indexing="ij")
ss = np.sqrt(1-cc**2)
S = np.stack([ss*np.cos(aa), ss*np.sin(aa), cc], axis=-1).reshape(-1, 3)
W = np.repeat(wc/2, 48)/48
diff2 = (S[:, None, :]-S[None, :, :])**2*np.array([MT, MT, ML])
total = diff2.sum(axis=-1)
c2 = diff2[:, :, 2]/np.where(total > 0, total, 1)


def direction_power(cos2):
    return ((POT[0]+POT[1]*cos2)**2
            + SI[0]/SI[1]*POT[1]**2*cos2*(1-cos2))


kernel = direction_power(c2)*W[None, :]
np.fill_diagonal(kernel, 0)
collision = np.diag(kernel.sum(axis=1))-kernel+W[None, :]
solution = np.linalg.solve(collision, S[:, [0, 2]])
bulk_D = [1/np.sqrt(3*np.sum(W*S[:, j]*solution[:, i]))
          for i, j in enumerate((0, 2))]
cx, wx = nodes(100, 0, 1)
cos2 = ML*cx**2/(ML*cx**2+MT*(1-cx**2))
ansatz = [np.sqrt(3*np.sum(wx*a*direction_power(cos2)))
          for a in ((1-cx**2)/2, cx**2)]
for exact, estimate in zip(bulk_D, ansatz):
    assert -0.005 < estimate/exact-1 < 0.05
D_bulk = np.sqrt((2/MT+1/ML)/(2/(MT*bulk_D[0]**2)+1/(ML*bulk_D[1]**2)))

# Controlled fits and omitted-effect attribution.
D_control, _ = fit(ns, T, isotropic_response)
assert abs(D_control-9) < 1e-8
D_screen, _ = fit(ns, T, isotropic_response, True)
D_aniso, _ = fit(ns, T, chi_bulk)
D_oxide, _ = fit(ns, T, oxide_response)
D_full, mobility = fit(ns, T, oxide_response, True)
D_free, _ = fit(ns, T, lambda q, width: chi_edge(q, width, FREE))
D_clamp, _ = fit(ns, T, lambda q, width: chi_edge(q, width, "clamped"))
assert D_screen < D_control and D_full < D_oxide
assert D_aniso < sum(POT)
assert D_free > D_oxide > D_aniso > D_clamp
D_with_screen = 9*D_full/D_screen
_, mobility_refit = fit(
    ns, T, lambda q, width: chi_bulk(q, width, (D_with_screen, 0.0)), True)
assert abs(mobility_refit/mobility-1) < 1e-8

densities = (0.01, 0.03, 0.10)
cases = [fit(value, T, oxide_response, True) for value in densities]
spread = max(x[0] for x in cases)/min(x[0] for x in cases)
assert spread > 1.05
cold_D, cold_mobility = fit(ns, 200.0, oxide_response, True)
transfer = (cases[2][0]/cases[0][0])**2

# Confined phonons in a film, with free or oxide-supported faces.
film_grid = np.linspace(0, 10, 401)
film_q = np.geomspace(0.01, 4, 28)


def film_fit(ends):
    values = [elastic_fe(q, film_grid, *SI, b, ends=ends) for q in film_q]
    curve = CubicSpline(np.log(film_q), np.log(values))

    def response(q, width):
        return np.exp(curve(np.log(np.clip(q, film_q[0], film_q[-1]))))
    return fit(ns, T, response)[0]


D_film_free, D_film_ox = film_fit(None), film_fit(OX)
assert D_film_free > D_free and D_film_ox > D_oxide

# Size of effects outside the single-subband, static model.
potential = 4*np.pi*E2*NDEP*zg/KS+ns*hartree(zg, density(zg, b))
dz = zg[1]-zg[0]


def subbands(mass):
    hop = H2/(2*mass*dz*dz)
    inside = potential[1:-1]
    return eigh_tridiagonal(inside+2*hop, -hop*np.ones(len(inside)-1),
                            select="i", select_range=(0, 11))


levels, waves = subbands(ML)
primed, _ = subbands(MT)
all_E = np.r_[levels, primed]
all_g = np.r_[np.full(12, DOS),
              np.full(12, 8*np.sqrt(MT*ML)/(2*np.pi*H2))]


def lowest_share(temp):
    thermal = KB*temp

    def populations(level):
        return all_g*thermal*np.logaddexp(0, (level-all_E)/thermal)
    level = brentq(lambda x: populations(x).sum()-ns, -1, 2)
    return populations(level)[0]/ns


share_300, share_200 = lowest_share(300), lowest_share(200)
wave = waves[:, 0]/np.sqrt(dz)
form_ratio = np.sum(wave**4)*dz/(3*b/16)


def quantum_excess(temp):
    def weight(q):
        return (b*b/(b*b+q*q))**3

    def corrected(q):
        x = HBAR*VL*np.hypot(q, Q_typ)*1e9/(2*KB*temp)
        return weight(q)*x/np.tanh(x)
    return quad(corrected, 0, np.inf)[0]/quad(weight, 0, np.inf)[0]-1


velocity = sc.hbar*k_typ*1e9/(MT*sc.m_e)
static_ratio = VL*np.sqrt(Q_typ**2+b*b/3)/(velocity*Q_typ)
field = sc.e*(NDEP+ns/2)*1e18/(KS*sc.epsilon_0)/1e8

print(f"Input potentials Xd, Xu: {POT[0]:.1f}, {POT[1]:.1f} eV")
print(f"Masses in plane, along z: {MT:.3f}, {ML:.3f} electron masses")
print(f"Dielectric constants channel, oxide: {KS:.1f}, {KO:.1f}")
print(f"Channel sound speeds LA, TA: {VL:.0f}, {VT:.0f} m/s")
print(f"Channel moduli M, mu: {SI[0]:.1f}, {SI[1]:.1f} eV/nm^3")
print(f"Oxide moduli M, mu: {OX[0]:.1f}, {OX[1]:.1f} eV/nm^3")
print(f"Main density, depletion: {ns*1e14:.2e}, {NDEP*1e14:.2e} cm^-2")
print(f"Main temperature: {T:.0f} K; thermal energy: {kT:.5f} eV")
print(f"Average field: {field:.3f} MV/cm")
print(f"Fang-Howard b: {b:.4f} nm^-1; mean depth: {3/b:.3f} nm")
print(f"Form factor F: {3*b/16:.4f} nm^-1")
print(f"Typical momentum transfer Q: {Q_typ:.4f} nm^-1")
print(f"Dielectric factor at typical Q: "
      f"{dielectric(Q_typ, b, fermi, kT):.3f}")
print(f"Bulk transverse, longitudinal D: "
      f"{bulk_D[0]:.3f}, {bulk_D[1]:.3f} eV")
print(f"Bulk-mobility D: {D_bulk:.3f} eV")
print(f"Isotropic control D_fit: {D_control:.3f} eV")
print(f"Isotropic control with screening D_fit: {D_screen:.3f} eV")
print(f"Anisotropy only D_fit: {D_aniso:.3f} eV")
print(f"Anisotropy and oxide D_fit: {D_oxide:.3f} eV")
print(f"Anisotropy, oxide, screening D_fit: {D_full:.3f} eV")
print(f"Main acoustic-limited mobility: {mobility:.1f} cm^2/Vs")
print(f"Same mobility, isotropic screened refit D: {D_with_screen:.3f} eV")
print(f"Unscreened free, clamped surface D_fit: "
      f"{D_free:.3f}, {D_clamp:.3f} eV")
print(f"10 nm unscreened film free, oxide-clad D_fit: "
      f"{D_film_free:.3f}, {D_film_ox:.3f} eV")
for value, result in zip(densities, cases):
    print(f"300 K, density {value*1e14:.1e} cm^-2: D_fit "
          f"{result[0]:.3f} eV, mobility {result[1]:.1f} cm^2/Vs")
print(f"200 K main density: D_fit {cold_D:.3f} eV, "
      f"mobility {cold_mobility:.1f} cm^2/Vs")
print(f"D_fit max/min over density: {spread:.3f}")
print(f"Low-density D used at high density, predicted/true mobility: "
      f"{transfer:.3f}")
print(f"Lowest-subband share at 300, 200 K: "
      f"{100*share_300:.1f}, {100*share_200:.1f} percent")
print(f"Numerical/Fang-Howard form factor: {form_ratio:.3f}")
print(f"LA quantum power excess at 300, 200 K: "
      f"{100*quantum_excess(300):.2f}, {100*quantum_excess(200):.2f} percent")
print(f"Phonon frequency/(electron velocity times Q): {static_ratio:.3f}")
print("tests ok")
```

Printed output:

```
Input potentials Xd, Xu: 1.0, 9.0 eV
Masses in plane, along z: 0.190, 0.916 electron masses
Dielectric constants channel, oxide: 11.7, 3.9
Channel sound speeds LA, TA: 9000, 5300 m/s
Channel moduli M, mu: 1178.0, 408.5 eV/nm^3
Oxide moduli M, mu: 478.0, 188.0 eV/nm^3
Main density, depletion: 3.00e+12, 3.00e+11 cm^-2
Main temperature: 300 K; thermal energy: 0.02585 eV
Average field: 0.278 MV/cm
Fang-Howard b: 1.4374 nm^-1; mean depth: 2.087 nm
Form factor F: 0.2695 nm^-1
Typical momentum transfer Q: 0.5078 nm^-1
Dielectric factor at typical Q: 1.700
Bulk transverse, longitudinal D: 8.055, 9.984 eV
Bulk-mobility D: 8.190 eV
Isotropic control D_fit: 9.000 eV
Isotropic control with screening D_fit: 6.653 eV
Anisotropy only D_fit: 7.060 eV
Anisotropy and oxide D_fit: 7.576 eV
Anisotropy, oxide, screening D_fit: 5.784 eV
Main acoustic-limited mobility: 12350.9 cm^2/Vs
Same mobility, isotropic screened refit D: 7.824 eV
Unscreened free, clamped surface D_fit: 8.628, 5.703 eV
10 nm unscreened film free, oxide-clad D_fit: 8.635, 7.581 eV
300 K, density 1.0e+12 cm^-2: D_fit 6.306 eV, mobility 13237.8 cm^2/Vs
300 K, density 3.0e+12 cm^-2: D_fit 5.784 eV, mobility 12350.9 cm^2/Vs
300 K, density 1.0e+13 cm^-2: D_fit 5.398 eV, mobility 10050.9 cm^2/Vs
200 K main density: D_fit 5.266 eV, mobility 22343.9 cm^2/Vs
D_fit max/min over density: 1.168
Low-density D used at high density, predicted/true mobility: 0.733
Lowest-subband share at 300, 200 K: 26.2, 42.6 percent
Numerical/Fang-Howard form factor: 1.209
LA quantum power excess at 300, 200 K: 0.41, 0.92 percent
Phonon frequency/(electron velocity times Q): 0.079
tests ok
```
